Preparing normal matrix product states in logarithmic depth

A quantum processor is to load the ground state of a gapped spin chain, given as a matrix product state. The direct way builds the chain site by site: a small register moves along it and leaves one finished site behind at each step, so the run time grows in proportion to the number of sites N. Yet in such a state distant regions are almost uncorrelated, which suggests that they could be built at the same time. How much time this saves depends on how the small errors made between regions add up over the whole chain.

**The statement**

Consider a ring of N sites of dimension d in the unnormalized state

|Ψ> = Σ tr(A^{s1} A^{s2} … A^{sN}) |s1 s2 … sN>,

with the same D×D matrices A^s at every site. The tensor is normal: the map E(X) = Σ_s A^s X A^s† has a simple eigenvalue 1, its other eigenvalues have modulus at most λ₂ < 1, and E and its adjoint have positive definite fixed points. If Y is that of the adjoint, replacing A^s by Y^{1/2} A^s Y^{−1/2} leaves every trace unchanged and gives

Σ_s A^s† A^s = 1.

A unitary rotation then makes the fixed point ρ of E diagonal, with entries ρ_α > 0 and tr ρ = 1. Its smallest entry is ρ_min.

The claim is that a circuit of gates on a fixed number of neighbouring sites, acting on |0…0> without ancillas, prepares a normalized Φ with

1 − F ≤ ε, F = |<Φ|Ψ>|²/<Ψ|Ψ>, depth = O(log(N/ε)).

The constants depend on the tensor, not on N or ε. The tensor is held fixed: if D has to grow with N or 1/ε to represent a given chain, the constants and the gate size grow with it. The error ε refers to the state of the whole ring. Gates are taken as noiseless. One circuit serves both derivations; they differ in how they bound its error.

**Blocks and their limit**

Join L sites into a block and write A^w for the product of matrices along a word w of L letters. Define

B_L |αβ> = Σ_w (A^w)_{αβ} |w>, G_L = B_L† B_L.

The elements of G_L are

<αβ|G_L|α'β'> = Σ_w (A^w)*_{αβ} (A^w)_{α'β'} = [E^L(|β'><β|)]_{α'α}.

Since E preserves the trace and has one eigenvalue of modulus 1, E^L(X) tends to tr(X) ρ. Therefore

G_L → G_∞ = ρ⊗1, g_L = ‖G_L − G_∞‖_F ≤ C λ^L.

Here F denotes the Frobenius norm, and λ = λ₂ if E is diagonalizable. Otherwise λ is any number between λ₂ and 1, which absorbs the powers of L that Jordan blocks bring.

Because G_∞ is positive definite, so is G_L at some length L₀; the words of length L₀ then span all D×D matrices. Longer words do too: X = Σ_s (X A^s†) A^s, and each bracket is a combination of words one letter shorter. For L ≥ L₀ we can thus write

B_L = V_L P_L, P_L = √G_L, V_L† V_L = 1.

Let |Ω> be the product of unnormalized pairs Σ_γ |γγ>, each joining the right index of one block to the left index of the next. Then |Ψ> = (⊗V_L P_L)|Ω>. The approximation replaces each P_L by P_∞ = √ρ⊗1:

|Φ> = (⊗V_L) (⊗|ω>), |ω> = Σ_γ √ρ_γ |γγ>.

It has norm one. The entanglement between blocks sits in independent pairs, and the isometries V_L keep the detailed structure inside each block.

**The circuit**

V_L acts on many sites, but splits without error into small steps. Separating the first letter gives

B_L|αβ> = Σ_{s,γ} A^s_{αγ} |s> B_{L−1}|γβ>.

Insert B = VP on both sides and multiply by P_L^{−1} from the right. For L−1 ≥ L₀,

V_L = (1⊗V_{L−1}) W_L,
W_L = Σ_s |s> ⊗ P_{L−1} (A^{sT}⊗1) P_L^{−1}.

Since V_L and V_{L−1} are isometries, W_L† W_L = V_L† V_L = 1. Each W_L maps D² dimensions to dD², whatever L is.

Let k be the smallest integer with d^k ≥ D. Prepare each pair on the k sites on either side of a block boundary, and move the right leg of each block by swaps until it lies beside the left leg. Then apply the W gates in order. Each takes the register of 2k sites and a fresh site in |0>, finishes one site and shifts the register by one. When max(L₀, 2k) sites remain, one last gate of fixed size completes the block. An isometry extends to a unitary by completing its columns to a basis. All blocks run in parallel, and the depth is proportional to the longest block.

Take n = ⌊N/q⌋ blocks as equal as possible. For n ≥ 2 and q ≥ 2 their lengths lie between q and 2q. It remains to show that q of order log(N/ε) suffices.

If N < 2q, sequential preparation is already fast enough. An arc of the ring is cut off by two bonds, so its Schmidt rank is at most D²; successive Schmidt decompositions give at most N isometries on a register of that size, and N is then itself O(log(N/ε)).

**A common tool for overlaps**

For operators Z_j on the index pairs of the blocks,

<Ω|⊗Z_j|Ω> = tr R(Z_1) R(Z_2) … R(Z_n),
R(Z)_{(αα̃),(ββ̃)} = <α̃β̃|Z|αβ>.

This only writes out the sums over the pair indices, with tildes for the bra. R rearranges entries and so preserves the Frobenius norm. R(G_L) is the matrix of E^L, and

R(G_∞) = Q = |r)(l|, r_{αα̃} = ρ_α δ_{αα̃}, l_{αα̃} = δ_{αα̃}, (l|r) = 1.

The gauge condition and the fixed point give (l|R(G_L) = (l| and R(G_L)|r) = |r). Also (l|R(Z)|r) = Tr[Z(1⊗ρ)].

Put X_L = P_L − P_∞. Then

G_L − G_∞ = P_L X_L + X_L P_∞.

Between an eigenvector of P_L with eigenvalue p ≥ 0 and one of P_∞ with eigenvalue √ρ_α, the right side is (p + √ρ_α) times the element of X_L. Dividing by this factor, which is at least √ρ_min, gives

‖X_L‖_F ≤ g_L/√ρ_min.

The natural error of one block is

Δ_L² = Tr[X_L² (1⊗ρ)] ≤ ‖X_L‖_F² ≤ g_L²/ρ_min.

**First derivation: replacing one block at a time**

Change P_∞ into P_L block by block. The difference of the states telescopes:

Ψ − Φ = Σ_j t_j,
t_j = (⊗V)(P_∞ ⊗ … ⊗ P_∞ ⊗ X_j ⊗ P_{j+1} ⊗ … ⊗ P_n)|Ω>,

where the subscript j now denotes the block. For j ≥ 2 at least one factor Q stands before X_j, and Q² = Q. With m the number of sites after block j,

‖t_j‖² = tr[Q R(X_j²) E^m] = (l|R(X_j²)E^m|r) = (l|R(X_j²)|r) = Δ_j².

This is an equality: E^m acts on its own fixed point. For j = 1 there is no Q, and E^m = Q + (E^m − Q) gives

‖t_1‖² ≤ Δ_1² + ‖X_1‖_F² g_m ≤ (1 + C) g_1²/ρ_min,

where g_1 belongs to the first block. By the triangle inequality,

‖Ψ − Φ‖ ≤ n √(1+C) C λ^q/√ρ_min.

Since Φ has norm one, 1 − F is the smallest value of ‖Φ − cΨ‖² over complex c. The choice c = 1 gives

1 − F ≤ K₁ n² λ^{2q}, K₁ = C²(1+C)/ρ_min.

As n ≤ N, it is enough to take

q ≥ ln(K₁N²/ε)/(2 ln(1/λ)),

together with the fixed minimum length max(L₀, 2k, 2). This is O(log(N/ε)), and the claim is proved.

**Second derivation: the overlap itself**

The triangle inequality lets all the t_j point in the same direction. The overlap keeps track of their directions:

<Φ|Ψ> = tr M_1 M_2 … M_n, M_j = R(P_∞ P_j).

First take the element between the fixed vectors. Both Tr[P_j²(1⊗ρ)] and Tr[P_∞²(1⊗ρ)] equal 1, and P_∞ commutes with 1⊗ρ. Expanding Δ_j² gives

Δ_j² = 2 − 2 Tr[P_∞P_j(1⊗ρ)],
(l|M_j|r) = 1 − Δ_j²/2.

The term linear in the block error is absent because both states are normalized with respect to the same fixed points.

For the other elements, make Q an orthogonal projector. With S the diagonal matrix of entries (ρ_αρ_α̃)^{1/4}, S^{−1}QS = |v)(v|, where v_{αα̃} = √ρ_α δ_{αα̃} has norm one. The trace of the product is unchanged. Write S^{−1}M_jS = |v)(v| + δ_j. The elements of δ_j are those of X_j times

ρ_α̃^{1/4} ρ_α^{−1/4} (ρ_βρ_β̃)^{1/4} ≤ ρ_min^{−1/4},

so the operator norm obeys ‖δ_j‖ ≤ g_j ρ_min^{−3/4}. Let η be the largest ‖δ_j‖, Δ the largest Δ_j, ξ = Δ²/2, and suppose η ≤ 1/2.

Split the space into v and its complement, of dimension D²−1. Expanding the trace gives closed paths between the two parts. The path that stays on v and takes the 1 at every step contributes 1. All others are bounded by powers of

h = [[1+ξ, η], [η, η]],

so that

|<Φ|Ψ> − 1| ≤ (h^n)_{00} − 1 + (D²−1)(h^n)_{11}.

The larger eigenvalue z of h satisfies z = 1 + ξ + η²/(z−η). Since z−η ≥ 1/2, z ≤ 1 + a with a = ξ + 2η². The other eigenvalue is η − η²/(z−η), between 0 and η. The eigenvector of z is proportional to (1, t) with t = η/(z−η) ≤ 2η. Hence

(h^n)_{00} ≤ e^{na}, (h^n)_{11} ≤ 4η² e^{na} + η^n.

For na ≤ 1, e^{na} − 1 ≤ 2na and e^{na} < 3; for n ≥ 2, η^n ≤ η². Therefore

|<Φ|Ψ> − 1| ≤ τ = 2na + 13(D²−1)η².

The norm is <Ψ|Ψ> = tr E^N, and |tr E^N − 1| ≤ (D²−1)λ^N. If τ ≤ 1, then F ≥ (1−τ)²/(1+|tr E^N−1|), which yields

1 − F ≤ 2τ + |tr E^N − 1|.

For τ > 1 this holds trivially. Now a ≤ (5/2)C²λ^{2q}ρ_min^{−3/2}, and λ^N ≤ λ^{2q}. Using n ≥ 2 to absorb the terms without n,

1 − F ≤ K n λ^{2q},
K = [10 + 13(D²−1)] C² ρ_min^{−3/2} + (D²−1)/2.

If the right side is at most ε ≤ 1, then na ≤ 1/4 and η² ≤ 1/20, so the assumptions hold by themselves. Sufficient block lengths are

q ≥ ln(KN/ε)/(2 ln(1/λ)),

again above the fixed minimum. For six random complex tensors with d = 2 and D = 3, the inequality with τ was tested, each at the shortest block length with η ≤ 1/2 and na ≤ 1 and with about 50 blocks, and held; the largest ratio of infidelity to bound in these cases was 0.11.

**A qubit chain worked through**

Take d = D = 2 and the dimensionless model

A⁰ = [[cos a, 0], [0, cos b]], A¹ = [[0, sin b], [sin a, 0]],

with a = 80° and b = 20°. E does not mix diagonal and off-diagonal matrices. On the off-diagonal pair (X₀₁, X₁₀) it acts as

[[cos a cos b, sin a sin b], [sin a sin b, cos a cos b]],

with eigenvalues cos(a−b) = 0.5 and cos(a+b) = −0.174. On the diagonal its eigenvalues are 1 and cos(a−b)cos(a+b) = −0.087. The fixed point is proportional to (sin²b, sin²a), or ρ = (0.108, 0.892). Thus λ = 1/2, and L₀ = 2, since G₂ has smallest eigenvalue 0.090.

A block needs one layer for pairs, L−2 for swaps, L−2 for W gates on three sites and one final two-site gate: 2L−2 in all. For N = 16 in four blocks, simulating all 6 layers gives 1 − F = 4.84·10⁻³ against the directly contracted state, in agreement with the overlap formula.

The leading error can be found by hand. For long blocks the four elements of E^L within the off-diagonal sector approach λ^L/2. To first order the corresponding elements of X_L are λ^L/(2s), with s = √ρ₀ + √ρ₁ and s² = 1.620. Weighting their squares by ρ gives

Δ_L² ≈ 2·λ^{2L}/(4s²) = λ^{2L}/(2s²).

The vector v lies in the diagonal sector, where the deviation of M is at most of order λ^{2L}, so its coupling to the rest of that sector affects the overlap at order λ^{4L} or higher. For many equal blocks and small total error,

1 − F ≈ nΔ_q² ≈ (N/q) λ^{2q}/(2s²).

For N = 10⁴ and q = 10 this is 1000·9.54·10⁻⁷/3.240 = 2.944·10⁻⁴; the full overlap formula gives 2.943·10⁻⁴.

Two blocks are a separate case, because correlations around the ring then matter. For N = 16 and q = 8, the off-diagonal sector adds (λ⁸/2)² = 3.81·10⁻⁶ to the overlap, while the block errors remove Δ₈² = 4.71·10⁻⁶. Squaring doubles the difference to a loss of 1.79·10⁻⁶. The norm tr E^N exceeds 1 by about λ¹⁶ = 1.53·10⁻⁵. Together they give 1.70·10⁻⁵, as in the simulation. Sorted by origin, the block errors cost 2Δ₈² = 9.42·10⁻⁶. The terms that run around the ring cost λ¹⁶ through the norm and give back 2(λ⁸/2)² = λ¹⁶/2 through the overlap, a net 7.63·10⁻⁶. The two contributions are comparable.

At fixed ε = 0.01 and with n = ⌊N/q⌋ blocks, the smallest sufficient q and the resulting depth are:

N = 10²: q = 5, depth 8
N = 10³: q = 7, depth 14
N = 10⁴: q = 8, depth 14
N = 10⁵: q = 10, depth 18
N = 10⁶: q = 11, depth 22

The rise is close to ln 10/(2 ln 2) = 1.66 sites per decade. It is slightly slower because longer blocks are fewer, and q must be a whole number. Depth does not change from 10³ to 10⁴ because 1000 is not a multiple of 7: six blocks have length 8 and set the depth. This comes from rounding n down. With ⌈N/q⌉ blocks, none longer than q, the depth is 12 at N = 10³ (1 − F = 2.7·10⁻³) and 20 at N = 10⁶ (1 − F = 6.7·10⁻³). With C = 1.008, which holds for L ≥ 2, and K = 1411, the condition K n λ^{2q} ≤ ε guarantees q = 17 at N = 10⁶, where 11 suffices; the worst-case constant costs six sites. The closed formula, which puts N in place of n, asks for q = 19. If q is instead held at 6, the infidelity is 0.001 at N = 10², 0.12 at 10⁴ and 1.000 at 10⁶.

**Gate noise**

On real devices gates are not noiseless. At N = 10⁶ the circuit has 1.8 million gates, and a further loss of 0.01 would be spent by an error of 5.5·10⁻⁹ per gate. Two-qubit errors on present processors are, very roughly, 10⁻³. The four-block circuit for N = 16 has 24 gates; at 10⁻³ each, with independent errors that each spoil the state, the loss is about 0.024, five times the approximation error. The gate count is optimistic, since a three-qubit gate generally takes several two-qubit gates. The construction shortens the time during which qubits wait, but the number of gates still grows in proportion to N, and the swaps make it about two per site, against about one for exact sequential preparation. For N = 16 the sequential circuit needs 14 three-site gates and, at the same error per gate, loses about 0.014, less than the four-block circuit's 0.029 with its approximation error included. The gain in depth pays off only where waiting time, not gate error, is the main source of loss. The million-site ring illustrates scaling and is far beyond present devices.

**What each derivation assumes**

Both need the gap λ₂ < 1, a full-rank ρ and blocks beyond the injectivity length. The first needs no small parameter: its bound holds for any n ≥ 2, and its main step is an equality. The price is n² in place of n. In the example with N = 10⁴ and q = 12 there are 833 blocks with Δ ≈ 1.36·10⁻⁴. Adding lengths gives (833·1.36·10⁻⁴)² ≈ 0.013, whereas the leading law gives 833·(1.36·10⁻⁴)² ≈ 1.5·10⁻⁵. Since <Ψ|Ψ> is almost 1 and the overlap is close to 1 − nΔ²/2, ‖Ψ − Φ‖² = 1 + <Ψ|Ψ> − 2 Re<Φ|Ψ> is also close to nΔ², the sum of the squared lengths. The t_j thus add nearly as perpendicular vectors. The second derivation sees this, but needs η ≤ 1/2 and na ≤ 1. Its sufficient q grows with ln N at half the rate of the first; the dependence on ε is the same.

With λ = e^{−1/ℓ}, where ℓ is a correlation length in sites, the second condition reads q ≥ (ℓ/2) ln(KN/ε). Near a critical point ℓ grows and the advantage over sequential preparation shrinks; K may change as well.

Without normality the claim can fail. The state (|0…0> + |1…1>)/√2 has <Z_iZ_j> = 1 and <Z_i> = 0 at any distance. After t layers of gates on at most w sites, spins further apart than 2(w−1)t are uncorrelated, so <Z_iZ_j> = <Z_i><Z_j>. An infidelity ε shifts each expectation value by at most 2√ε, which would require 1 − 2√ε ≤ 4ε. At ε = 0.01 this reads 0.8 ≤ 0.04. Opposite spins on the ring must therefore lie within reach of each other, and the depth must grow in proportion to N. This holds for unitary gates on neighbouring sites; circuits with mid-circuit measurement and feedforward are not bound by the argument.

The numerical output below gives many of these values to more digits.

Computed results

```
angles a, b = 80, 20 degrees
transfer eigenvalues = [ 1.       0.5     -0.08682 -0.17365]
lambda = 0.50000; rho = 0.10763, 0.89237
smallest eigenvalue of G_2 = 0.08993
circuit simulation (dimensionless):
 N=12 blocks=(4, 4, 4) depth=6 1-F=3.8037e-03 (transfer formula 3.8037e-03)
 N=13 blocks=(4, 4, 5) depth=8 1-F=2.8082e-03 (transfer formula 2.8082e-03)
 N=16 blocks=(4, 4, 4, 4) depth=6 1-F=4.8400e-03 (transfer formula 4.8400e-03)
 N=16 blocks=(8, 8) depth=14 1-F=1.7048e-05 (transfer formula 1.7048e-05)
random D=3 tensors: 6 tested, largest (1-F)/bound = 0.1059
block deviations (dimensionless):
 L=4: g=6.2507e-02 Delta=3.4774e-02 eta=3.4760e-02
 L=8: g=3.9063e-03 Delta=2.1703e-03 eta=2.1703e-03
 L=12: g=2.4414e-04 Delta=1.3564e-04 eta=1.3564e-04
(sqrt(rho0)+sqrt(rho1))^2 = 1.61983
N=10000, q=10: 1-F = 2.94331e-04, leading law 2.94374e-04
C = 1.00798, K = 1411.4, allowed total infidelity = 0.01
smallest sufficient block length q and guaranteed q:
 N=100: q=5 depth=8 1-F=6.015e-03; guaranteed q=11 depth=22
 N=1000: q=7 depth=14 1-F=2.587e-03; guaranteed q=12 depth=24
 N=10000: q=8 depth=14 1-F=5.870e-03; guaranteed q=14 depth=28
 N=100000: q=10 depth=18 1-F=2.939e-03; guaranteed q=15 depth=30
 N=1000000: q=11 depth=22 1-F=6.668e-03; guaranteed q=17 depth=34
added block length per decade of N, ln10/(2 ln(1/lambda)) = 1.661 sites
N=1000000: gates on at most 3 sites = 1818182; error per gate spending a further 0.01: 5.50e-09
fixed q=6, N=1e2, 1e4, 1e6: 1-F = 0.00098, 0.11781, 1.00000
```
